**Hydrogen polarizability: closed-form response against the sum over states**

The program tests that hydrogen in a uniform field F along z has the first-order function ψ1 = −Fz(1 + r/2)ψ0 and the polarizability α = 9/2 atomic units, where ψ0 is the ground state. It asserts the inhomogeneous equation by symbolic algebra. For selected bound p states it compares norms, dipole contributions and projections of ψ1, found by quadrature, with the derived formulas. The bound sum is enclosed between two bounds and comes to 3.6633, or 81.4% of α. Numerically integrated continuum waves supply 0.8367, and the program asserts that the two parts together give 4.5 within 0.00001. It also asserts the sum rules for ⟨z²⟩ and for the oscillator strength, within stated tolerances. Diagonalization in a finite basis, extrapolated to zero field, gives α = 4.5000, and the remainder beyond second order scales nearly as the fourth power of F.

## Numerical verification

```python
"""
Hydrogen atom in a uniform field F along z (Hartree atomic units, fixed nucleus).
Result under test: the first-order function is psi1 = -F z (1 + r/2) psi0,
the polarizability is alpha = 9/2, and the bound p states alone supply
  sum_{n>=2} (1024/3) n^9 (n-1)^(2n-6) / (n+1)^(2n+6),
the remainder coming from the continuum.
Symbols: psi0 = ground state, z_n = <n p_z|z|1s>, gap = E_n - E_1,
alpha_n = 2 z_n^2/gap, k = momentum of a continuum electron.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, zeta

# Symbolic test of the inhomogeneous equation, in Cartesian coordinates
x, y, z = sp.symbols("x y z", real=True)
rad = sp.symbols("rad", positive=True)
dist = sp.sqrt(x**2 + y**2 + z**2)
psi0 = sp.exp(-dist) / sp.sqrt(sp.pi)
psi1 = -z * (1 + dist / 2) * psi0
laplacian = sum(sp.diff(psi1, q, 2) for q in (x, y, z))
residual = -laplacian / 2 - psi1 / dist + psi1 / 2 + z * psi0
assert sp.simplify(residual / psi0) == 0

# Second-order energy for unit field: angular average of z^2 is r^2/3
density = 4 * rad**2 * sp.exp(-2 * rad)
mean_z2 = sp.integrate(density * rad**2 / 3, (rad, 0, sp.oo))
half_z2r = sp.integrate(density * rad**3 / 6, (rad, 0, sp.oo))
energy2 = -(mean_z2 + half_z2r)
alpha_exact = -2 * energy2
assert alpha_exact == sp.Rational(9, 2)
alpha = float(alpha_exact)


def gap(n):
    return 0.5 * (1.0 - 1.0 / n**2)


def alpha_bound_term(n):
    """Derived closed form, arranged to avoid overflow at large n."""
    return (1024 / 3) / n**3 * (1 - 1 / n**2)**-6 * ((n - 1) / (n + 1))**(2 * n)


# Bound states: norms, dipole elements and projections of psi1 by quadrature
nodes, weights = np.polynomial.laguerre.laggauss(40)
for n in (2, 3, 4, 7, 12):
    at_origin = eval_genlaguerre(n - 2, 3, 0.0)
    series = eval_genlaguerre(n - 2, 3, nodes) / at_origin
    norm2 = (n / 2)**5 * np.sum(weights * nodes**4 * series**2)
    assert abs(norm2 * 4 * (n**2 - 1) / (9 * n**5) - 1) < 1e-9

    def radial(r):
        poly = eval_genlaguerre(n - 2, 3, 2 * r / n) / at_origin
        return r * np.exp(-r / n) * poly / np.sqrt(norm2)

    dipole = quad(lambda r: radial(r) * 2 * np.exp(-r) * r**3,
                  0, 60, limit=300, epsabs=1e-12)[0] / np.sqrt(3)
    overlap = -quad(lambda r: radial(r) * 2 * np.exp(-r) * r**3 * (1 + r / 2),
                    0, 60, limit=300, epsabs=1e-12)[0] / np.sqrt(3)
    assert abs(overlap + dipole / gap(n)) < 1e-8
    assert abs(2 * dipole**2 / gap(n) / alpha_bound_term(n) - 1) < 1e-7

# Infinite bound sum, enclosed by the steady fall of n^3 alpha_n to its limit
n_last = 1000
levels = np.arange(2, n_last + 1, dtype=float)
terms = alpha_bound_term(levels)
scaled = levels**3 * terms
limit = 1024 / 3 * np.exp(-4)
assert np.all(np.diff(scaled[:200]) < 0) and scaled[-1] > limit
tail_sum = zeta(3, n_last + 1)
lower = terms.sum() + limit * tail_sum
upper = terms.sum() + scaled[-1] * tail_sum
assert 0 < upper - lower < 1e-9
alpha_bound = 0.5 * (lower + upper)
strength_bound = np.sum(terms * gap(levels)**2) + limit / 4 * tail_sum
z2_bound = np.sum(terms * gap(levels) / 2) + limit / 4 * tail_sum

# Continuum p waves: integrate the radial equation for all momenta at once
k_max = 8.0
t, wt = np.polynomial.legendre.leggauss(32)
k = 0.5 * k_max * (t + 1)
wk = 0.5 * k_max * wt


def wave_equation(r, state, momentum):
    u, du, _ = state.reshape(3, -1)
    return np.concatenate([du, (2 / r**2 - 2 / r - momentum**2) * u,
                           2 * r**2 * np.exp(-r) * u])


def integrate_wave(momentum, r_end):
    r0 = 1e-3
    start = np.concatenate([np.full(momentum.size, r0**2 - r0**3 / 2),
                            np.full(momentum.size, 2 * r0 - 1.5 * r0**2),
                            np.zeros(momentum.size)])
    out = solve_ivp(wave_equation, (r0, r_end), start, method="DOP853",
                    args=(momentum,), rtol=1e-9, atol=1e-12)
    assert out.success
    return out.y[:, -1].reshape(3, -1)


def energy_norm2(momentum):
    """Squared factor turning u = r^2 + ... into an energy-normalized wave."""
    return 4 * (1 + momentum**2) / (9 * (1 - np.exp(-2 * np.pi / momentum)))


# The far amplitude of an energy-normalized wave must give 2/pi
k_test, r_far = np.array([1.0]), 200.0
u_far, du_far, _ = integrate_wave(k_test, r_far)
k_local = np.sqrt(k_test**2 + 2 / r_far - 2 / r_far**2)
flux = energy_norm2(k_test) * (u_far**2 * k_local + du_far**2 / k_local)
assert abs(flux[0] * np.pi / 2 - 1) < 1e-3

z2_density = energy_norm2(k) * integrate_wave(k, 40.0)[2]**2 / 3
gap_k = 0.5 * (1 + k**2)
alpha_cont = np.sum(wk * k * 2 * z2_density / gap_k)
z2_cont = np.sum(wk * k * z2_density)
strength_cont = np.sum(wk * k * 2 * gap_k * z2_density)
assert abs(alpha_bound + alpha_cont - alpha) < 1e-5
assert abs(z2_bound + z2_cont - float(mean_z2)) < 1e-4
# momenta above k_max carry about 1e-4 of the total oscillator strength
assert abs(strength_bound + strength_cont - 1) < 3e-4
assert strength_bound < z2_bound / float(mean_z2) < alpha_bound / alpha

# Diagonalization in an orthonormal basis, without perturbation theory
l_count, k_count = 5, 8
xq, wq = np.polynomial.laguerre.laggauss(30)
rq, wr = xq / 2, wq / 2
size = l_count * k_count
h0, zmat = np.zeros((size, size)), np.zeros((size, size))
functions = []
for l in range(l_count):
    values, slopes = [], []
    for j in range(k_count):
        lag = eval_genlaguerre(j, 2 * l + 2, xq)
        dlag = -2 * eval_genlaguerre(j - 1, 2 * l + 3, xq) if j else 0 * xq
        p = rq**(l + 1) * lag
        dp = (l + 1) * rq**l * lag + rq**(l + 1) * dlag
        scale = np.sqrt(np.sum(wr * p**2))
        values.append(p / scale)
        slopes.append((dp - p) / scale)
    values, slopes = np.array(values), np.array(slopes)
    assert np.allclose((values * wr) @ values.T, np.eye(k_count), atol=1e-9)
    block = slice(l * k_count, (l + 1) * k_count)
    potential = l * (l + 1) / (2 * rq**2) - 1 / rq
    h0[block, block] = (0.5 * (slopes * wr) @ slopes.T
                        + (values * wr * potential) @ values.T)
    functions.append(values)
for l in range(l_count - 1):
    a = slice(l * k_count, (l + 1) * k_count)
    b = slice((l + 1) * k_count, (l + 2) * k_count)
    angular = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
    zmat[a, b] = angular * (functions[l] * wr * rq) @ functions[l + 1].T
    zmat[b, a] = zmat[a, b].T


def field_state(field):
    energy, vectors = eigh(h0 + field * zmat)
    ground = vectors[:, 0]
    return energy[0], -ground @ zmat @ ground


field = 0.01
e_zero, _ = field_state(0.0)
assert abs(e_zero + 0.5) < 1e-10
shift, induced = field_state(field)
shift -= e_zero
shift_half = field_state(field / 2)[0] - e_zero
alpha_full = -2 * shift / field**2
alpha_half = -2 * shift_half / (field / 2)**2
alpha_extrapolated = (4 * alpha_half - alpha_full) / 3
assert abs(alpha_extrapolated - alpha) < 2e-4
second_order = float(energy2) * field**2
rest = shift - second_order
rest_half = shift_half - second_order / 4
assert abs(rest / rest_half - 16) < 0.5   # remainder grows as F^4

angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
print(f"<z^2> in the ground state: {float(mean_z2):.4f} a.u.")
print(f"<z^2 r>/2 in the ground state: {float(half_z2r):.4f} a.u.")
print(f"E2/F^2: {float(energy2):.4f} a.u.")
print(f"polarizability alpha: {alpha:.4f} a.u.")
print(f"polarizability alpha: {alpha * angstrom**3:.4f} cubic angstrom")
print("Bound p states (a.u.; fraction is accumulated, dimensionless)")
print("   n       gap      z_n^2    alpha_n   fraction")
for n in range(2, 8):
    a_n = alpha_bound_term(n)
    part = terms[:n - 1].sum() / alpha
    print(f"{n:4d} {gap(n):9.5f} {a_n * gap(n) / 2:10.6f} {a_n:10.6f} {part:10.6f}")
for n in (10, 100):
    print(f"accumulated fraction up to n = {n}: {terms[:n - 1].sum() / alpha:.6f}")
print(f"limit of n^3 alpha_n: {limit:.4f} a.u.")
print(f"all bound states, alpha_bound: {alpha_bound:.6f} a.u.")
print(f"bound fraction of alpha: {alpha_bound / alpha:.6f}")
print(f"missing part, alpha - alpha_bound: {alpha - alpha_bound:.6f} a.u.")
print(f"continuum integral for alpha: {alpha_cont:.6f} a.u.")
print(f"continuum fraction of alpha: {alpha_cont / alpha:.6f}")
print(f"bound fraction of <z^2>: {z2_bound / float(mean_z2):.4f}")
print(f"bound fraction of oscillator strength: {strength_bound:.4f}")
print(f"field F: {field:.3f} a.u.")
print(f"second-order energy shift: {second_order:.4e} hartree")
print(f"energy shift by diagonalization: {shift:.4e} hartree")
print(f"difference of the two shifts: {rest:.2e} hartree")
print(f"ratio of differences at F and F/2: {rest / rest_half:.2f}")
print(f"first-order induced dipole alpha F: {alpha * field:.5f} a.u.")
print(f"induced dipole by diagonalization: {induced:.5f} a.u.")
print(f"alpha from diagonalization, extrapolated: {alpha_extrapolated:.4f} a.u.")
print("done: every assertion held")
```

Output:

```
<z^2> in the ground state: 1.0000 a.u.
<z^2 r>/2 in the ground state: 1.2500 a.u.
E2/F^2: -2.2500 a.u.
polarizability alpha: 4.5000 a.u.
polarizability alpha: 0.6668 cubic angstrom
Bound p states (a.u.; fraction is accumulated, dimensionless)
   n       gap      z_n^2    alpha_n   fraction
   2   0.37500   0.554929   2.959621   0.657694
   3   0.44444   0.088989   0.400452   0.746683
   4   0.46875   0.030924   0.131941   0.776003
   5   0.48000   0.014519   0.060496   0.789447
   6   0.48611   0.008022   0.033006   0.796781
   7   0.48980   0.004914   0.020066   0.801241
accumulated fraction up to n = 10: 0.807636
accumulated fraction up to n = 100: 0.813989
limit of n^3 alpha_n: 6.2517 a.u.
all bound states, alpha_bound: 3.663258 a.u.
bound fraction of alpha: 0.814057
missing part, alpha - alpha_bound: 0.836742 a.u.
continuum integral for alpha: 0.836742 a.u.
continuum fraction of alpha: 0.185943
bound fraction of <z^2>: 0.7166
bound fraction of oscillator strength: 0.5650
field F: 0.010 a.u.
second-order energy shift: -2.2500e-04 hartree
energy shift by diagonalization: -2.2556e-04 hartree
difference of the two shifts: -5.60e-07 hartree
ratio of differences at F and F/2: 16.11
first-order induced dipole alpha F: 0.04500 a.u.
induced dipole by diagonalization: 0.04523 a.u.
alpha from diagonalization, extrapolated: 4.5000 a.u.
done: every assertion held
```
